# Forces of the Harris functional with a moving atomic input density, part 2

The Harris energy \(E_H\) gives forces on nuclei from one diagonalization in the potential of overlapping atomic densities. Its force (12) is to be tested in a one-dimensional model and compared with the self-consistent force.

We use Hartree atomic units and real orbitals without spin polarization, with occupations \(f_i\le2\) and \(N\) electrons. Nucleus \(a\) at \(R_a\) carries a potential \(v_a(x-R_a)\) and a rigid density profile \(\rho_a(x-R_a)\), which sum to \(v_{\rm ext}\) and \(n_{\rm in}\); this atomic superposition is also called \(n_{\rm at}\). Then
\[ \hat H=-\tfrac12\partial_x^2+v_{\rm ext}+v_{\rm Hxc}[n_{\rm in}],\quad \hat H\psi_i=\varepsilon_i\psi_i,\quad n_{\rm out}=\sum_i f_i\psi_i^2. \tag{3} \]
Here \(v_{\rm Hxc}=\delta E_{\rm Hxc}/\delta n\), with symmetric kernel \(K=\delta v_{\rm Hxc}/\delta n\) and \(\langle f|K|g\rangle=\int f\,Kg\). \(E_{II}\) is the ion–ion energy, \(T_s\) the kinetic energy, \(TS\) the entropy term and \(\mu\) the chemical potential. A prime means \(\partial_x\), and \(\partial_a\) means \(\partial/\partial R_a\).
\[ E_H=\sum_i f_i\varepsilon_i-TS-\int n_{\rm in}v_{\rm Hxc}[n_{\rm in}]+E_{\rm Hxc}[n_{\rm in}]+E_{II}, \tag{4} \]
\[ E_H=T_s-TS+\int n_{\rm out}v_{\rm ext}+\Big\{E_{\rm Hxc}[n_{\rm in}]+\int r\,v_{\rm Hxc}[n_{\rm in}]\Big\}+E_{II},\qquad r\equiv n_{\rm out}-n_{\rm in}. \tag{5} \]
For Fermi occupations at fixed \(N\),
\[ \sum_i\varepsilon_i\,df_i-T\,dS=\mu\sum_i df_i=\mu\,dN=0. \tag{8} \]
With \(\tilde d\), \(\tilde\partial_a\) changing \(\psi_i=\sum_\mu c_{\mu i}b_\mu\) at fixed coefficients,
\[ dE_H=\int n_{\rm out}\,dv_{\rm ext}+dE_{II}+\langle r|K|dn_{\rm in}\rangle+2\sum_if_i\langle\tilde d\psi_i|\hat H-\varepsilon_i|\psi_i\rangle. \tag{10} \]
\[ \frac{\delta E_H}{\delta n_{\rm in}}=K\,(n_{\rm out}-n_{\rm in}). \tag{11} \]
\[ F_a=\underbrace{\int n_{\rm out}\,v_a'\,dx-\partial_aE_{II}}_{F_a^{\rm HF}}+\underbrace{\langle n_{\rm out}-n_{\rm in}|K|\rho_a'\rangle}_{F_a^{K}}\;\underbrace{-\,2\sum_if_i\langle\tilde\partial_a\psi_i|\hat H-\varepsilon_i|\psi_i\rangle}_{F_a^{\rm P}}, \tag{12} \]
For an isolated, translation-invariant system in a complete basis,
\[ \sum_aF_a^{\rm HF}=\int n_{\rm out}v_{\rm ext}'=-\int n_{\rm out}v_{\rm Hxc}[n_{\rm in}]'=-\int r\,v_{\rm Hxc}[n_{\rm in}]'=-\langle r|K|n_{\rm in}'\rangle, \tag{13} \]
The Pulay force is
\[ F_a^{\rm P}=-2\sum_if_i\sum_\mu c_{\mu i}\langle\partial_ab_\mu|\hat H-\varepsilon_i|\psi_i\rangle. \tag{14} \]
Gaussian s functions drop out of (14) when their p partners are present.

With pair interaction \(w\), \(v_a=-Z_aw\), \(K=w+f_{\rm xc}\), \(v_H[\rho_a]=\int w\rho_a\), \(v_{{\rm NA},a}=v_a+v_H[\rho_a]\) and \(F^{\rm P}=0\),
\[ F_a=\int n_{\rm out}v_{{\rm NA},a}'-\Big[\sum_{b\ne a}\int\rho_b\,v_H[\rho_a]'+\partial_aE_{II}\Big]+\int r\,f_{\rm xc}\,\rho_a'. \tag{15} \]
For a neutral, even profile at the origin,
\[ v_{\rm NA}(x)\simeq\tfrac12\,w''(x)\int y^2\rho(y)\,dy\qquad(|x|\gg\text{size of the atom}). \tag{16} \]

The model has \(w(u)=(u^2+1)^{-1/2}\), \(Z_A=3\), \(Z_B=1\), four electrons in two doubly filled orbitals, \(R_A=-1\) and \(R_B=2\) bohr, and separation \(d=R_B-R_A\). \(E_{\rm xc}\) is the exchange energy of the uniform gas with this \(w\), used locally; the kernel requires its second derivative.

Q: You need its second derivative. Derive it.

A: In the uniform gas each spin fills plane waves with \(|q|<k\). The density matrix per spin is \(\gamma(u)=\int_{-k}^{k}e^{iqu}dq/2\pi=\sin(ku)/\pi u\). At \(u=0\) it equals \(k/\pi\), so \(n=2k/\pi\) for two spins and \(k=\pi n/2\). The exchange energy of a determinant is \(-\tfrac12\sum_\sigma\iint w\,\gamma_\sigma^2\); per unit length, with two equal spins,
\[ e_x=-\int_{-\infty}^{\infty}w(u)\frac{\sin^2ku}{\pi^2u^2}\,du. \tag{17} \]
Since \(\partial_k\sin^2ku=u\sin2ku\) and \(\partial_k^2\sin^2ku=2u^2\cos2ku\), the second derivative is \(d^2e_x/dk^2=-(2/\pi^2)\int w\cos(2ku)\,du\). The integral \(\int_0^\infty\cos(qu)(u^2+1)^{-1/2}du\) is the modified Bessel function \({\rm K}_0(q)\), set upright to keep it apart from the kernel, so the full-line integral is \(2{\rm K}_0(2k)\). With \(dk/dn=\pi/2\) constant and \(2k=\pi n\),
\[ f_x=\frac{d^2e_x}{dn^2}=\frac{\pi^2}{4}\Big(-\frac{4}{\pi^2}\Big){\rm K}_0(2k)=-{\rm K}_0(\pi n). \tag{18} \]
Both \(e_x\) and \(de_x/dk\) vanish at \(k=0\), so integrating once with \(q=\pi n\) gives \(v_x=-\pi^{-1}\int_0^{\pi n}{\rm K}_0\,dq\), and integrating again, with the order of the two integrations exchanged, \(e_x=-\pi^{-2}\int_0^{\pi n}(\pi n-q){\rm K}_0(q)\,dq\). This last form was tested against direct quadrature of (17), and \(v_x\), \(f_x\) against differences. For small \(q\) the cosine cuts the \(1/u\) tail of \(w\) at \(u\sim1/q\), so \({\rm K}_0\sim\ln(1/q)\) and \(f_x\) diverges logarithmically at low density. In (15) it multiplies \(\rho_a'\), which in an exponential tail is proportional to \(\rho_a\le n_{\rm in}\), and \(n\ln n\to0\), so the integral converges.

Q: A grid is not a complete basis. What does agreement with finite differences prove there?

A: The grid has 251 points \(x_j\), spacing \(h=0.2\) bohr, on \([-25,25]\) bohr. Integrals become \(h\sum_j\), potentials are diagonal, and the kinetic matrix is \(q^2/2\) restricted to \(|q|<\pi/h\): \(T_{jl}=(h/2\pi)\int_{-\pi/h}^{\pi/h}\tfrac12q^2\cos(qhm)\,dq\) with \(m=j-l\). For \(m=0\) this is \(\pi^2/6h^2\); two integrations by parts give \((-1)^m/h^2m^2\) otherwise. The profiles come from self-consistent, spin-restricted neutral atoms with the same functional, occupations 2 and 1 for A (levels \(-0.77527\) and \(-0.10067\) Ha) and 1 for B (\(-0.33224\) Ha). An atomic orbital is moved by \(\phi(x_j-R)=\sum_l\phi_l\,{\rm sinc}[(x_j-R-x_l)/h]\), with \({\rm sinc}\,u=\sin\pi u/\pi u\), and then squared, which keeps \(\rho_a\ge0\) and gives \(\rho_a'=2\sum f\phi\phi'\) analytically.

The derivation of (12) used symmetric matrices and the chain rule, and these hold for the discrete problem as they stand; the grid does not move, so \(F^{\rm P}=0\). Agreement with differences therefore checks the algebra and says nothing about the quality of the grid. The sum rule and the form (15) rest on translation invariance and integration by parts, which the grid obeys approximately, so they do probe it. The difference formula is \([8(E_{s}-E_{-s})-(E_{2s}-E_{-2s})]/12s\) with \(s=0.005\) bohr. In the Taylor series the even orders cancel, the first order gives \((16-4)sE'\), the third \((16-16)s^3E'''/6=0\), and the fifth \((16-64)s^5E^{(5)}/120\), so the error is \(-s^4E^{(5)}/30\).

Q: Then the numbers.

A: All are taken from the numerical output that follows the text. The lowest input levels are \(-0.74912\), \(-0.24457\) and \(-0.01812\) Ha, so a gap lies above the second. With \(E_{II}=3/\sqrt{10}\), equation (4) reads
\[ E_H=-1.987375-6.750162+2.935158+0.948683=-4.853696\ {\rm Ha}. \]
The residual is large: \(\int|r|=0.829\) electrons, so \(0.415\) electrons are displaced, and \(\int x\,r=1.98\) electron bohr, a shift toward B. The ion–ion force is \(\mp Z_AZ_B\,d/(d^2+1)^{3/2}=\mp9/10^{3/2}=\mp0.284605\) on A and B at \(d=3\) bohr. In Ha/bohr,
\[ F_A^{\rm HF}=0.388230-0.284605=0.103625,\qquad F_A^K=-0.138642+0.027889=-0.110753, \]
\[ F_B^{\rm HF}=-0.242764+0.284605=0.041841,\qquad F_B^K=-0.056277+0.021564=-0.034713, \]
where each \(F^K\) is given as Hartree plus exchange. The sums are \(F_A=-0.007128\) and \(F_B=+0.007128\) Ha/bohr, or \(\mp0.3666\) eV/Å with 1 Ha/bohr \(=51.4221\) eV/Å. Differences of \(E_H\) reproduce both, with formula minus difference equal to \(-6.1\times10^{-12}\) and \(5.7\times10^{-12}\) Ha/bohr. Moving the ions at frozen \(n_{\rm in}\) gives \(0.103625\) and \(0.041841\), and moving the profiles at frozen ions gives \(-0.110753\) and \(-0.034713\), so each term is tested separately. The kernel term on A, \(-5.695\) eV/Å, is about 15.5 times the total force in magnitude and reverses the sign of \(F_A^{\rm HF}\). The Hellmann–Feynman terms both point along \(+x\) and add to \(0.145466\); the kernel terms add to \(-0.145466\), and the total is \(2.4\times10^{-12}\) Ha/bohr.

The form (15) gives \(-0.054406+0.019389+0.027889=-0.007128\) for A and \(0.004954-0.019389+0.021564=0.007129\) for B, the last digit reflecting rounding; its largest term is \(0.054\) against \(0.388\) before. For atom B alone, \(\int y^2\rho=1.2879\) and \(w''(x)=(2x^2-1)(x^2+1)^{-5/2}\), so at 15 bohr (16) gives \(\tfrac12\times1.2879\times449/226^{5/2}=3.766\times10^{-4}\) Ha. The computed \(v_{\rm NA}\) is \(3.856\times10^{-4}\) Ha, 2.4% above the leading tail, against a bare \(-0.06652\) Ha.

Q: What about the two conditions you attached, the entropy and the basis?

A: At \(k_BT=0.05\) Ha, \(TS=0.115667\) Ha and (12) gives \(F_B=0.005168\) Ha/bohr, which differences of \(E_H\) reproduce. Differences of the energy without \(-TS\) give \(0.012636\). By (8) the discrepancy \(0.007468\) Ha/bohr is \(-d(TS)/dR_B\), and it exceeds the force itself. Fermi filling gives weight to every level, including the states confined by the walls, so these values belong to this box.

For the basis, take Gaussians with exponents \(0.15\) and \(0.6\) bohr\(^{-2}\) on each atom. With s functions alone, \(F^{\rm HF}+F^K\) and \(F^{\rm P}\) combine as \(0.017104-0.045373=-0.028269\) on A and \(0.090004-0.061735=0.028269\) on B, both matching differences. Without the Pulay terms the net force is \(0.107108\). With p functions added, the Pulay forces fall to \(0.000834\) and \(0.000079\), the s part of (14) is tested to vanish, and the force on B becomes \(0.007154\), which is \(0.00003\) Ha/bohr above the grid value. This closeness is partly fortuitous: adding d functions of the same exponents lowers the energy further but moves the force to about \(0.00007\) Ha/bohr below the grid value. The s basis thus yields a correct gradient of a poor energy.

Q: So (12) is the gradient of \(E_H\). But I want the self-consistent force. Since \(E_H\) is stationary at self-consistency, I expect (12) to be accurate to second order in the density error.

A: That expectation has to be corrected, and linear response shows how. Take integer occupations, a gap and a fixed basis. First-order perturbation theory gives \(\delta\psi_i=\sum_{j\ne i}\psi_j\langle j|\delta v|i\rangle/(\varepsilon_i-\varepsilon_j)\), so \(\delta n_{\rm out}=\sum_i2f_i\psi_i\delta\psi_i=\chi_0\,\delta v\). Collecting the terms \((i,j)\) and \((j,i)\),
\[ \chi_0(x,x')=\sum_{i<j}2\,\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\,\psi_i\psi_j(x)\,\psi_i\psi_j(x'), \tag{19} \]
where pairs of equal occupation drop out. It is symmetric, and since lower levels are the fuller ones each coefficient is negative or zero, so \(\langle g|\chi_0|g\rangle\le0\).

Let \(n_{\rm sc}\) be the density with \(r=0\), \(\delta=n_{\rm in}-n_{\rm sc}\), and take \(\chi_0\), \(K\) at \(n_{\rm sc}\). The potential is off by \(K\delta\), so
\[ n_{\rm out}-n_{\rm sc}=\chi_0K\delta+O(\delta^2),\qquad r=(\chi_0K-1)\delta+O(\delta^2). \tag{20} \]
By (5), \(E_H[n_{\rm sc}]\) is the Kohn–Sham energy \(E_{\rm sc}\). Integrate (11) along \(n_{\rm sc}+t\delta\), where \(r=t(\chi_0K-1)\delta\) to first order, and use \(\int_0^1t\,dt=\tfrac12\):
\[ E_H-E_{\rm sc}=\tfrac12\langle\delta|K\chi_0K|\delta\rangle-\tfrac12\langle\delta|K|\delta\rangle+O(\delta^3). \tag{21} \]
The first term is not positive. The second is negative when \(K\) is positive on \(\delta\); with \(f_x<0\) in \(K\) this is not guaranteed, so (21) fixes no general sign.

Now the forces. Equation (10) holds for any \(dn_{\rm in}\). Choose \(n_{\rm in}=n_{\rm sc}(R)\): the residual vanishes and \(F_a^{\rm sc}=-\int n_{\rm sc}\partial_av_{\rm ext}-\partial_aE_{II}\). Subtracting it from \(F_a^{\rm HF}\) and using (20),
\[ F_a^{\rm HF}-F_a^{\rm sc}=-\int(\chi_0K\delta)\,\partial_av_{\rm ext}+O(\delta^2), \tag{22} \]
which is first order. The self-consistent density responds to the total potential change, \(\partial_an_{\rm sc}=\chi_0(\partial_av_{\rm ext}+K\partial_an_{\rm sc})\), that is \((1-\chi_0K)\partial_an_{\rm sc}=\chi_0\partial_av_{\rm ext}\), solvable when \(1-\chi_0K\) is invertible. Insert (20) for \(r\); the transpose of \(\chi_0K-1\) is \(K\chi_0-1\), and \((K\chi_0-1)K=K(\chi_0K-1)\), so
\[ \langle r|K|\partial_an_{\rm sc}\rangle=\langle\delta|K(\chi_0K-1)|\partial_an_{\rm sc}\rangle=-\langle\delta|K\chi_0|\partial_av_{\rm ext}\rangle+O(\delta^2). \]
The right side is \(-\int(\chi_0K\delta)\partial_av_{\rm ext}\), the error (22) itself. Therefore
\[ F_a^{\rm HF}-\langle r|K|\partial_an_{\rm sc}\rangle=F_a^{\rm sc}+O(\delta^2). \tag{23} \]
The second-order statement holds when the correction uses the true response \(\partial_an_{\rm sc}\). Equation (12) uses the rigid derivative \(\partial_an_{\rm at}=-\rho_a'\). Adding and subtracting,
\[ F_a^{\rm HF}-\langle r|K|\partial_an_{\rm at}\rangle-F_a^{\rm sc}=-\langle r|K|\partial_an_{\rm at}-\partial_an_{\rm sc}\rangle+O(\delta^2). \tag{24} \]
For the Harris force, \(\partial_an_{\rm at}-\partial_an_{\rm sc}=\partial_a\delta\), and the term shown is bilinear in \(\delta\) and \(\partial_a\delta\). It is not the whole leading error: with \(M=K\chi_0K-K\), minus the derivative of (21) is \(-\langle\delta|M|\partial_a\delta\rangle-\tfrac12\langle\delta|\partial_aM|\delta\rangle\). The first piece is the term shown, by (20); the second comes from the change of \(K\) and \(\chi_0\) with \(R_a\) and lies in the \(O(\delta^2)\) of (24). The error is second order if both \(\delta\) and \(\partial_a\delta\) are small. When the same term corrects the force of an unfinished self-consistency cycle, \(r\) shrinks from step to step while \(\partial_an_{\rm at}-\partial_an_{\rm sc}\) stays fixed, and the error (24) is first order in \(r\), with a coefficient that depends on the shape of \(r\) and can change along the cycle.

Q: Do the numbers support these orders?

A: The reference is the self-consistent solution with the same functional and grid; it leaves out correlation, spin polarization and non-local exchange. It has \(E_{\rm sc}=-4.835408\) Ha, a gap of \(0.1827\) Ha (the next digit depends on the size of the box) and \(F_B^{\rm sc}=-F_A^{\rm sc}=-0.014423\) Ha/bohr, or \(-0.7417\) eV/Å. This force and \(\partial_Bn_{\rm sc}\) were tested against displaced self-consistent solutions. Take \(n_{\rm in}=n_{\rm sc}+\lambda\Delta\), \(\Delta=n_{\rm at}-n_{\rm sc}\), at \(\lambda=0.004\) and \(0.008\). For a scaled error \(g(\lambda)=c+c_1\lambda+\dots\), the combination \(2g(\lambda)-g(2\lambda)\) removes \(c_1\), and the result is tested against the response formulas. For \((E_H-E_{\rm sc})/\lambda^2\) both give \(-0.018584\) Ha. For the error over \(\lambda\), in Ha/bohr, (22) gives \(0.108528\) on A and \(0.060937\) on B, and (24) gives \(-0.015668\) and \(0.020223\), extrapolation and prediction agreeing in the printed digits. The rigid correction leaves 14% and 33% of the uncorrected first-order error in magnitude; that reduction belongs to this \(\Delta\) and is not general. For another shape of \(\delta\), such as the one that survives late in a linear-mixing cycle started from \(n_{\rm at}\), the corrected error on A exceeds the uncorrected one. The error of (23) on A goes from \(-1.455\times10^{-7}\) to \(-5.813\times10^{-7}\), a ratio of \(3.995=2^{1.998}\), and on B the order is \(1.999\). The expansion in \(\delta\) is not uniform where \(\lambda\Delta\) is comparable with \(n_{\rm sc}\), because \(f_x\) varies as \(\ln n\); the measured orders show no effect of this at these \(\lambda\).

Q: The coefficients \(-0.015668\) and \(0.020223\) do not cancel. Has the sum rule failed?

A: It does not apply for \(\lambda\ne1\). By (13) the Hellmann–Feynman terms add to \(-\langle r|K|n_{\rm in}'\rangle\), the rigid corrections add to \(+\langle r|K|n_{\rm at}'\rangle\), and \(n_{\rm at}-n_{\rm in}=(1-\lambda)\Delta\). The net force is \((1-\lambda)\langle r|K|\Delta'\rangle\), zero at \(\lambda=1\) and equal to \(\lambda C\) at leading order, with \(C=0.020223-0.015668=0.004555\) Ha/bohr. The same constant governs (23): a common shift gives \(\sum_a\partial_an_{\rm sc}=-n_{\rm sc}'\), so the net force is \(\langle r|K|n_{\rm sc}'-n_{\rm in}'\rangle=-\lambda\langle r|K|\Delta'\rangle\simeq-\lambda^2C=-7.29\times10^{-8}\) at \(\lambda=0.004\). The printed errors add to \(-1.455\times10^{-7}+0.728\times10^{-7}=-7.27\times10^{-8}\).

Q: And at \(\lambda=1\), the case we started from?

A: At this separation, \(d=3\) bohr, the energy difference is well described by the quadratic term: \(E_H-E_{\rm sc}=-0.018288\) Ha against \(-0.018584\) Ha, a difference of 1.6% of the former. The force error is minus the slope of \(E_H-E_{\rm sc}\) with respect to \(R_a\), and here it is large compared with the forces themselves. On B, \(F_B-F_B^{\rm sc}=0.007128+0.014423=0.021551\) Ha/bohr, larger than either force, and the signs differ: at 3 bohr the Harris energy pushes the atoms apart while the self-consistent energy pulls them together. The kernel term still helps, since the uncorrected errors are \(0.089202\) on A and \(0.056264\) on B. At \(d=2\) bohr, \(F_B=0.194866-0.034550=0.160315\) to rounding, against \(F_B^{\rm sc}=0.157804\); at \(d=4\) bohr, \(F_B=0.030702-0.037334=-0.006632\) against \(-0.041057\). Differences confirm (12) at both. The Harris force changes sign between 3 and 4 bohr and the self-consistent force between 2 and 3 bohr, while \(F_B^{\rm HF}\) is positive at all three separations. The error \(F_B-F_B^{\rm sc}\) grows from \(0.0025\) through \(0.0216\) to \(0.0344\) Ha/bohr. The small value at 2 bohr lies near a sign change, since \(E_H-E_{\rm sc}\) has a maximum between 1.5 and 2 bohr; at \(d=1.5\) bohr the error is about \(-0.0075\) Ha/bohr. As a conjecture, I attribute this to charge transfer from A to B, which rigid neutral profiles cannot follow; the relevant measure is \(n_{\rm sc}-n_{\rm at}\), whose dipole at 3 bohr also points toward B but is about half that of \(r\), because a single unscreened step overshoots. The link to the force error was not tested.

## Computed results

```
grid: h = 0.2 bohr, x in [-25,25] bohr, 251 points; FD step 0.005 bohr
Z_A = 3, Z_B = 1, N = 4, R_A = -1.0 bohr, R_B = 2.0 bohr
1 Ha/bohr = 51.4221 eV/A
atom A levels -0.77527 -0.10067 Ha; atom B -0.33224 Ha
input levels 1-3: -0.74912 -0.24457 -0.01812 Ha
band = -1.987375 Ha, int n_in v_Hx = 6.750162 Ha
E_Hx[n_in] = 2.935158 Ha, E_II = 0.948683 Ha, E_H = -4.853696 Ha
int|n_out-n_in| = 0.82929 e, int x(n_out-n_in) = 1.98140 e bohr
A: electron-ion 0.388230, ion-ion -0.284605, HF 0.103625 Ha/bohr
A: K term -0.110753 = Hartree -0.138642 + exchange 0.027889 Ha/bohr
A: F formula -0.007128402, FD -0.007128402, diff -6.1e-12 Ha/bohr
A: FD frozen n_in 0.103624900, FD frozen ions -0.110753302 Ha/bohr
A: neutral-atom term -0.054406, pair term 0.019389 Ha/bohr
A: F = -0.3666 eV/A, K term = -5.6952 eV/A
B: electron-ion -0.242764, ion-ion 0.284605, HF 0.041841 Ha/bohr
B: K term -0.034713 = Hartree -0.056277 + exchange 0.021564 Ha/bohr
B: F formula 0.007128402, FD 0.007128402, diff 5.7e-12 Ha/bohr
B: FD frozen n_in 0.041841228, FD frozen ions -0.034712826 Ha/bohr
B: neutral-atom term 0.004954, pair term -0.019389 Ha/bohr
B: F = 0.3666 eV/A, K term = -1.7850 eV/A
sum HF 0.145466, sum K -0.145466, sum F 2.4e-12 Ha/bohr
atom B: int x^2 rho = 1.2879 e bohr^2; at 15 bohr v_ion -0.06652 Ha
  v_NA 3.856e-04 Ha, leading tail 3.766e-04 Ha
kT = 0.05 Ha: TS = 0.115667 Ha, F_B formula 0.005168353 Ha/bohr
  FD with -TS 0.005168353, FD without -TS 0.012636029 Ha/bohr
Gaussian exponents (0.15, 0.6) bohr^-2 on each atom; forces in Ha/bohr
s basis, A: HF+K 0.01710431, Pulay -0.04537292, sum -0.02826861, FD -0.02826861
s basis, B: HF+K 0.09000351, Pulay -0.06173490, sum 0.02826861, FD 0.02826861
s,p basis, A: HF+K -0.00798735, Pulay 0.00083367, sum -0.00715369, FD -0.00715369
s,p basis, B: HF+K 0.00707474, Pulay 0.00007894, sum 0.00715369, FD 0.00715369
E_sc = -4.835408 Ha, E_H - E_sc = -0.018288 Ha, SCF gap 0.18274 Ha
F_sc: A 0.014423, B -0.014423 Ha/bohr; B = -0.7417 eV/A
F_sc on B from FD of E_sc -0.014423 Ha/bohr
F_H-F_sc: A -0.021551, B 0.021551 Ha/bohr
HF-F_sc: A 0.089202, B 0.056264 Ha/bohr
path n_sc + lam(n_at-n_sc), lam = 0.004 and 0.008
(E_H-E_sc)/lam^2: extrapolated -0.018584, predicted -0.018584 Ha
A: HF error/lam 0.108528, predicted 0.108528 Ha/bohr
A: atomic-corrected error/lam -0.015668, predicted -0.015668 Ha/bohr
A: response-corrected error -1.455e-07, -5.813e-07 Ha/bohr, order 1.998
B: HF error/lam 0.060937, predicted 0.060937 Ha/bohr
B: atomic-corrected error/lam 0.020223, predicted 0.020223 Ha/bohr
B: response-corrected error 7.281e-08, 2.910e-07 Ha/bohr, order 1.999
d = 2.0 bohr, B: HF 0.194866, K -0.034550, F 0.160315 Ha/bohr
  FD 0.160315, F_sc 0.157804, HF on A -0.143482 Ha/bohr
d = 4.0 bohr, B: HF 0.030702, K -0.037334, F -0.006632 Ha/bohr
  FD -0.006632, F_sc -0.041057, HF on A 0.148434 Ha/bohr
```
